# Thicker slabs, drifting surface energies, and the straight-line fit

**The argument under review**

The manuscript computes the surface energy of a metal film, a quantity needed for its adhesion to a barrier layer. It takes slabs of $N$ atomic layers with two equal faces of area $A$, computes the energy $F_N$ per surface cell, and subtracts $N$ times a bulk energy per atom $e_b$ from a separate calculation:

$$\gamma_N=\frac{F_N-Ne_b}{2A}. \tag{1}$$

The values for 20, 40 and 60 layers are 0.2958, 0.2857 and 0.2756 J/m². The manuscript recommends the last, reasoning that the two surfaces disturb each other less in a thicker slab, and that the bulk energy is converged to better than 1 meV per atom.

Both premises are correct for these three slabs and this bulk energy, but the recommendation does not follow. The three values fall in equal steps of 0.010 J/m² for each 20 layers. If a sequence approaches a limit, its steps must tend to zero, and these show no sign of doing so.

**What the subtraction does**

Suppose that all slabs are computed with the same numerical settings and that

$$F_N=Ne_s+2A\gamma+r_N,\qquad r_N\to0 . \tag{2}$$

Here $e_s$ is the energy that one more layer adds to a thick slab with these settings, and $r_N$ is the mutual influence of the two surfaces. Write the separate bulk energy as $e_b=e_s+\delta$. Inserting this and (2) in (1), the terms $Ne_s$ cancel:

$$\gamma_N=\frac{Ne_s+2A\gamma+r_N-Ne_s-N\delta}{2A}
=\gamma-\frac{N\delta}{2A}+\frac{r_N}{2A}. \tag{3}$$

The manuscript considers the last term, which thickness does remove. The middle term grows with thickness, because the surface contribution stays fixed while the error of the bulk reference is counted once per layer. For any fixed $\delta\neq0$ it eventually dominates. Once $r_N$ is negligible, a bulk energy that is too high ($\delta>0$) makes $\gamma_N$ fall with thickness, and one that is too low makes it rise.

Equation (3) rests on the form (2), which can be derived for the manuscript's model.

**The model and its slab energy**

The metal is simple cubic with a (001) surface, one orbital per atom at energy zero, hopping $-t$ between nearest neighbours, and one electron per atom. The electrons have a smearing temperature $T$, so $F_N$ is a free energy. The atoms are fixed. The round parameters are $t=1$ eV, $kT=0.1$ eV and lattice constant $a=3$ Å.

Changing the sign of the orbitals on every second atom turns the Hamiltonian $H$ into $-H$. This works in the periodic plane if the in-plane mesh has an even number of points in each direction. Each state of energy $\varepsilon$ then has a partner at $-\varepsilon$ with the same weight on every atom. With chemical potential zero and Fermi function $f$, the charge on a site is therefore

$$2\sum_i f(\varepsilon_i)|\psi_i|^2=\sum_i\left[f(\varepsilon_i)+f(-\varepsilon_i)\right]|\psi_i|^2=\sum_i|\psi_i|^2=1,$$

because $f(\varepsilon)+f(-\varepsilon)=1$. Every layer is neutral, at the surface too, and no electrostatic correction is needed. As the chemical potential is zero, the free energy equals the grand potential, a sum over levels of

$$g(\varepsilon)=-2kT\ln\left(1+e^{-\varepsilon/kT}\right),$$

where the 2 counts the spins.

For a given in-plane wave vector the slab is an open chain of $N$ sites, shifted by $\varepsilon_\parallel=-2t(\cos k_xa+\cos k_ya)$. Its states are $\sin(kl)$ on layer $l$. They must vanish at the missing layers $l=0$ and $l=N+1$, so $k=\pi n/(N+1)$ with $n=1,\dots,N$. With $h(k)=g(\varepsilon_\parallel-2t\cos k)$ and $\langle\cdot\rangle$ the average over the in-plane mesh,

$$F_N=\Big\langle\sum_{n=1}^{N}h\Big(\frac{\pi n}{N+1}\Big)\Big\rangle. \tag{4}$$

**Separating bulk, surface and remainder**

The function $h$ is even and has period $2\pi$, so $h(k)=\sum_m c_me^{imk}$ with $c_{-m}=c_m$. Sum it over the $M=2(N+1)$ equally spaced points of a full period. The sum of $e^{imk}$ over these points is $M$ if $m$ is a multiple of $M$ and zero otherwise, which gives

$$\sum_{j=0}^{M-1}h\Big(\frac{2\pi j}{M}\Big)=M\Big(c_0+2\sum_{l\ge1}c_{lM}\Big). \tag{5}$$

The same points are $k=0$, $k=\pi$, and the $N$ points of (4) together with their mirror images. The left side is thus $h(0)+h(\pi)+2\sum_{n=1}^N h(\pi n/(N+1))$. Solving for the chain sum,

$$\sum_{n=1}^{N}h=(N+1)c_0-\frac{h(0)+h(\pi)}2+2(N+1)\sum_{l\ge1}c_{2l(N+1)} .$$

After the in-plane average this has the form (2), with

$$e_s=\langle c_0\rangle,\qquad
2A\gamma=\Big\langle c_0-\frac{g(\varepsilon_\parallel-2t)+g(\varepsilon_\parallel+2t)}2\Big\rangle, \tag{6}$$

$$r_N=2(N+1)\Big\langle\sum_{l\ge1}c_{2l(N+1)}\Big\rangle. \tag{7}$$

Since $c_0$ is the average of $h$ over all $k$, $e_s$ is a bulk energy with the slab's in-plane mesh and a complete integral over $k_z$. That is what "consistent" means here.

It remains to show that $r_N$ vanishes. The logarithm in $g$ is singular where $\varepsilon=i(2j+1)\pi kT$ with integer $j$. For complex $k=x+iy$ the imaginary part of $\varepsilon_\parallel-2t\cos k$ is $2t\sin x\sinh y$. A singularity therefore needs $2t|\sin x\sinh y|\ge\pi kT$, and so $|y|\ge\kappa$ with

$$\sinh\kappa=\frac{\pi kT}{2t}. \tag{8}$$

For any $\kappa'<\kappa$ the integral $c_m=\frac1{2\pi}\int_{-\pi}^{\pi}h(k)e^{-imk}dk$ can be moved to $\operatorname{Im}k=-\kappa'$; the two vertical sides cancel by periodicity. On the new line $|e^{-imk}|=e^{-m\kappa'}$, so $|c_m|\le Ce^{-m\kappa'}$ with a constant $C$. By (7), $r_N$ is then bounded by a constant times $(N+1)e^{-2\kappa'(N+1)}$.

For the present parameters $2\kappa=0.313$ per layer, so this bound has a decay length of about three layers. For $kT\ll t$ equation (8) gives $\kappa\approx\pi kT/2t$ and a decay length $1/2\kappa\approx t/(\pi kT)$ layers. Less smearing calls for thicker slabs, and at $T=0$ this argument gives no exponential decay.

**The manuscript's numbers**

The slabs have a 16×16 in-plane mesh that includes $k=0$. Their energies follow from diagonalizing the chain for each $N$. Three bulk energies can be subtracted:

- the manuscript's, from a 16×16×16 mesh: $-2.008864$ eV;
- a fully converged one, from 80×80×400 points: $-2.009534$ eV;
- the consistent one, from 16×16×400 points: $e_s=-2.009433$ eV.

One eV per cell, shared by two faces of $a^2=9$ Å², is 0.8901 J/m². The resulting $\gamma_N$ in J/m² are:

| $N$ | 16×16×16 | converged | consistent |
|---|---|---|---|
| 5 | 0.3054 | 0.3084 | 0.3079 |
| 10 | 0.2989 | 0.3049 | 0.3040 |
| 20 | 0.2958 | 0.3077 | 0.3060 |
| 40 | 0.2857 | 0.3096 | 0.3060 |
| 60 | 0.2756 | 0.3113 | 0.3060 |

Equation (6) gives $2A\gamma=0.34376$ eV, or $\gamma=0.3060$ J/m², for this in-plane mesh. The consistent column settles there.

For the manuscript's bulk energy $\delta=-2.008864+2.009433=0.000569$ eV, and the drift is

$$-\frac{\delta}{2A}=-0.000569\times0.8901=-0.00051\ \text{J/m}^2\ \text{per layer}.$$

Over 60 layers this makes $-0.030$ J/m², a tenth of $\gamma$, from a mismatch of 0.57 meV per atom between bulk and slabs. The claim of convergence to 1 meV was true, but a mismatch smaller than this is still multiplied by the number of layers.

**A better bulk energy is not the cure**

The manuscript might reply that the bulk calculation should simply be converged further. The middle column shows the outcome. Now $\delta=-0.10$ meV, and $\gamma_N$ rises by 0.00009 J/m² per layer, reaching 0.3113 J/m² at 60 layers. The drift is smaller, but it does not stop. Each layer added to a thick slab brings the same error of the 16×16 mesh, and the converged bulk energy has no such error to cancel it. What counts in (3) is the difference between the two calculations, not the accuracy of one of them.

**Why a thin slab can look sound**

With the manuscript's bulk energy, the 5-layer slab gives 0.3054 J/m², only 0.0006 below the correct value for this mesh. This is a cancellation. The consistent column shows that $r_5/2A$ is $0.3079-0.3060\approx+0.0020$ J/m² before rounding, while the drift contributes $-5\times0.00051=-0.0025$ J/m².

At five layers this is an accident of sign and size. For one other thickness a cancellation follows from the formulas. A bulk sum over 16 points in $k_z$ is (5) with $M=16$, divided by 16. Its error is therefore

$$\delta=2\Big\langle\sum_{l\ge1}c_{16l}\Big\rangle .$$

For $N=7$, where $2(N+1)=16$, equation (7) contains the same coefficients and gives $r_7=16\langle\sum_{l\ge1} c_{16l}\rangle=8\delta$. The total error in $F_7-7e_b$ is then $8\delta-7\delta=\delta$, although each part is seven or eight times larger. This relation is special to seven layers, and other thin slabs need not show any cancellation, because $r_N$ can change sign. At $N=10$ the consistent column gives $r_{10}/2A=0.3040-0.3060=-0.0020$ J/m², which adds to the drift of $-0.0051$ J/m². As $N$ grows, $r_N$ dies out and $N\delta$ remains. Good agreement for a thin slab is thus no evidence that the bulk energy suits thick ones.

**The fit**

Equation (2) says that $F_N$ against $N$ approaches a straight line with slope $e_s$ and intercept $2A\gamma$. The slabs can supply their own bulk energy. For $m$ slabs of mean thickness $\bar N$, let $S=\sum(N-\bar N)^2$. Least squares gives the slope $\sum(N-\bar N)F_N/S$, and the intercept is the mean of $F_N$ minus $\bar N$ times the slope:

$$2A\gamma_{\rm fit}=\sum_N w_NF_N,\qquad w_N=\frac1m-\frac{\bar N(N-\bar N)}{S}. \tag{9}$$

Because $\sum(N-\bar N)=0$, the weights satisfy $\sum w_N=1$. Because $\sum N(N-\bar N)=S$, they satisfy $\sum Nw_N=\bar N-\bar N=0$. Inserting (2),

$$2A\gamma_{\rm fit}=2A\gamma+\sum_Nw_Nr_N. \tag{10}$$

No separate bulk energy appears. Even if $Ne_b$ is subtracted from the data first, the intercept is unchanged, since $\sum w_NNe_b=0$.

All slabs from 12 to 24 layers give an intercept of 0.3435 eV, hence $\gamma=0.3058$ J/m². This is 0.0002 below the value from (6), against 0.030 for the manuscript's 60-layer slab. The fit is over a hundred times closer with slabs less than half as thick.

Two slabs of $N$ and $2N$ layers already determine a line, with intercept $2F_N-F_{2N}$. Here

$$2F_{12}-F_{24}=2(-23.76995)+47.88265=0.3427\ \text{eV},$$

or 0.3051 J/m². Its error is $2r_{12}-r_{24}$. From (2), $r_{12}=-23.76995+12\times2.009433-0.34376=-0.0005$ eV, so $2r_{12}$ accounts for the deviation of $-0.0010$ eV.

**What the fit does not repair**

*Slabs that are too thin.* Equation (10) retains $r_N$. A fit to 2–6 layers gives 0.3012 J/m², further off than direct subtraction for the 5-layer slab with any of the three bulk energies. The fitted range should begin where $r_N$ is small. Moving its lower end through several values gives an indication of this; a single small change can be accidental, because $r_N$ can change sign.

*Errors in the surface term itself.* With an 80×80 in-plane mesh (6) gives 0.3064 J/m². The difference of 0.0004 from the 16×16 value belongs to $\gamma$ at that mesh, and no treatment of the thickness removes it. The same holds for the smearing: $kT=0.1$ eV is about 1160 K, and with a dense mesh $\gamma$ rises from 0.3064 to 0.3073 J/m² when $kT$ is lowered to 0.025 eV.

*Settings that change along the series.* Suppose the slabs from 19 layers upward are computed with a finer 24×24 mesh. The fit to 12–24 layers then gives 0.3075 J/m², worse than before whether measured against 0.3060 or 0.3064. If the finer mesh changes the energy per layer by $\Delta e$, the intercept changes by $\Delta e\sum_{N\ge19}Nw_N$, apart from the change in the surface term. With $m=13$, $\bar N=18$ and $S=182$ this partial sum is $-36$. Improving some of the slabs has introduced a new inconsistency, and the fit magnifies it.

*Random scatter.* If each $F_N$ has an independent error of standard deviation $\sigma$, the intercept has

$$\sigma\Big(\sum_N w_N^2\Big)^{1/2}=\sigma\left(\frac1m+\frac{\bar N^2}{S}\right)^{1/2}, \tag{11}$$

the cross term vanishing because $\sum(N-\bar N)=0$. For 12–24 layers the factor is $(1/13+324/182)^{1/2}=1.36$, so 1 meV of scatter per slab becomes 0.0012 J/m². A few thick slabs of nearly equal thickness have a large $\bar N^2/S$ and fix the intercept poorly. If a consistent bulk energy without scatter is available, subtracting it from one thick slab is equally free of drift and has only the scatter $\sigma$ of that slab. Any scatter in the bulk energy would be multiplied by the number of layers.

*The physics left out.* The values above are the band part of the surface free energy for fixed atoms. The decay of $r_N$ was derived only for this model, whose symmetry fixes the chemical potential and keeps every layer neutral; for a self-consistent, relaxed metal slab the form (2) and the thickness it requires have to be checked on the computed series. A constant repulsion $\phi$ per bond would add $\phi(3N-1)$ to $F_N$, since each surface cell has $2N$ bonds within the layers and $N-1$ between them. The slope would rise by $3\phi$ and the intercept fall by $\phi$. Thus $\gamma$ would change, but the drift would not, provided the bulk energy includes the same $3\phi$.

**Recommendation**

The 60-layer value should be withdrawn. The manuscript should report the intercept of $F_N$ for slabs with identical settings, its change when the thinnest slabs are dropped, and its changes when the whole series is repeated with two or more denser in-plane meshes and with a smaller smearing. The fitted slope should be compared with the separate bulk energy. Their difference, multiplied by the number of layers and divided by $2A$, estimates the size of the drift error that the subtraction would have introduced in $\gamma$.
